# Tunnelling strength of vitreous silica from its low-temperature thermal conductivity

## Problem

Well below 1 K the thermal conductivity of vitreous silica is represented by

$$\kappa = A T^2,\qquad A = 0.029\ \mathrm{W\,m^{-1}K^{-3}} .$$

The longitudinal and transverse sound speeds are $v_l=5970$ m/s and $v_t=3760$ m/s. Heat is carried by phonons, which are absorbed by tunnelling two-level systems (TLS): atoms or groups of atoms that tunnel between two nearly equivalent positions. Each TLS has the Hamiltonian

$$H=\tfrac12(\Delta\sigma_z+\Delta_0\sigma_x)+\gamma_\alpha e\,\sigma_z ,$$

where $\Delta$ is the asymmetry, $\Delta_0$ the tunnel splitting, $e$ the strain of a wave of branch $\alpha$, and $\gamma_\alpha$ the deformation potential. The number of TLS per unit volume is $P\,d\Delta\,d\Delta_0/\Delta_0$ with $P$ constant and $\Delta>0$. With mass density $\rho$, the dimensionless tunnelling strength of a branch is

$$C_\alpha=\frac{P\gamma_\alpha^2}{\rho v_\alpha^2}.$$

(a) Estimate $C$ by scaling. (b) Find it with all numerical factors, taking $C_l=C_t=C$. (c) What changes if instead $\gamma_l=\gamma_t$? (d) How far do the neglected processes move the answer?

Below, $k$ is Boltzmann's constant, $q$ a wave number and $x=\hbar\omega/kT$. The phonons have linear dispersion, with one longitudinal and two transverse branches, and the TLS are in thermal equilibrium.

## First estimate by scaling

Absorption is proportional to the number of TLS, hence to $P$, and to the square of the coupling, hence to $\gamma^2$. The energy density of a sound wave is of order $\rho v^2e^2$. The fraction of the wave's energy lost per radian of oscillation is therefore of order $P\gamma^2/\rho v^2=C$, which is dimensionless as it should be. The wave advances $v/\omega$ per radian, so

$$l\sim\frac{v}{C\omega}.$$

At temperature $T$ the important phonons have $\omega\sim kT/\hbar$. There are about $(kT/\hbar v)^3$ of them per unit volume, each contributing $k$ to the heat capacity. The kinetic formula then gives

$$\kappa\sim\frac13\,k\left(\frac{kT}{\hbar v}\right)^3 v\,\frac{\hbar v}{CkT}
=\frac{k^3T^2}{3\hbar^2Cv}.$$

The heat capacity supplies $T^3$ and the mean free path removes one power, which leaves $T^2$.

For the number, take $v=v_t$, the speed of the more numerous branches. Since $k^3/(6\pi\hbar^2)=1.2554\times10^{-2}$ W K$^{-3}$ s$^{-1}$, we have $k^3/\hbar^2=0.2366$ in the same unit, and

$$C\sim\frac{0.2366}{3\times3760\times0.029}\approx7\times10^{-4}.$$

## Exact solution within the model

### Mean free path

Write $\Delta=E\cos\theta$ and $\Delta_0=E\sin\theta$. The unstrained levels are $\pm E/2$, with $E=\sqrt{\Delta^2+\Delta_0^2}$, and the eigenvectors are

$$|+\rangle=\begin{pmatrix}\cos\frac\theta2\\ \sin\frac\theta2\end{pmatrix},\qquad
|-\rangle=\begin{pmatrix}-\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix}.$$

Hence $\langle+|\sigma_z|-\rangle=-2\sin\frac\theta2\cos\frac\theta2=-u$, with $u=\sin\theta=\Delta_0/E$. This element causes transitions. The diagonal elements $\pm\cos\theta$ shift the levels and enter later, in relaxation.

In the variables $E$ and $u$, $\Delta=E\sqrt{1-u^2}$ and $\Delta_0=Eu$. The Jacobian is

$$E\sqrt{1-u^2}+\frac{Eu^2}{\sqrt{1-u^2}}=\frac{E}{\sqrt{1-u^2}} .$$

Dividing by $\Delta_0=Eu$ gives the density

$$\frac{P\,d\Delta\,d\Delta_0}{\Delta_0}=\frac{P\,dE\,du}{u\sqrt{1-u^2}} .$$

For a strain $e_0\cos\omega t$, half of the cosine has the time dependence that drives absorption. Its matrix element has magnitude $\gamma e_0u/2$, so the golden rule gives the rate

$$W=\frac{2\pi}{\hbar}\left(\frac{\gamma e_0u}{2}\right)^2\delta(E-\hbar\omega).$$

Stimulated emission has the same rate. Net absorption is weighted by the lower-level population minus the upper one, $\tanh(E/2kT)$. The absorbed power per unit volume is

$$\int\frac{P\,dE\,du}{u\sqrt{1-u^2}}\,\hbar\omega\,W\tanh\frac{E}{2kT}
=\frac{\pi}{2}P\gamma^2e_0^2\,\omega\tanh\frac{\hbar\omega}{2kT},$$

because $\int_0^1u\,du/\sqrt{1-u^2}=1$.

The mean kinetic energy density of the wave is $\frac14\rho v^2e_0^2$ and the elastic part is equal to it. The energy flux is therefore $\frac12\rho v^3e_0^2$. Absorbed power divided by flux is the inverse energy mean free path:

$$\frac1{l_\alpha}=\pi C_\alpha\frac{\omega}{v_\alpha}\tanh\frac{\hbar\omega}{2kT}.$$

This was tested by propagating the driven Schrödinger equation for an ensemble of TLS through 40 periods, with $\gamma e_0/\hbar\omega=0.001$. The simulated absorption divided by the formula was 0.999 at $kT/\hbar\omega=0.3$ and 1.004 at $kT/\hbar\omega=1$.

### Conductivity

An absorbed phonon is later replaced by one emitted in a random direction. A temperature gradient along $z$ thus changes the occupation of a mode by

$$\delta n=-l\cos\vartheta\,\frac{\partial n}{\partial T}\frac{dT}{dz},\qquad n=\frac1{e^x-1},$$

where $\vartheta$ is the angle between the phonon's direction and $z$. The heat flux per mode is $\hbar\omega\,v\cos\vartheta\,\delta n$, and the angular mean of $\cos^2\vartheta$ is $1/3$. The number of modes per unit volume in one branch is $4\pi q^2dq/(2\pi)^3=\omega^2d\omega/(2\pi^2v^3)$. Therefore

$$\kappa_\alpha=\frac13\int_0^\infty\frac{\omega^2d\omega}{2\pi^2v_\alpha^3}\,
\hbar\omega\,\frac{\partial n}{\partial T}\,v_\alpha l_\alpha
=\frac{\hbar}{6\pi^3C_\alpha v_\alpha}\int_0^\infty\omega^2\,\frac{\partial n}{\partial T}\coth\frac{\hbar\omega}{2kT}\,d\omega .$$

Now use $\partial n/\partial T=x/[4T\sinh^2(x/2)]$ and $\omega^2d\omega=(kT/\hbar)^3x^2dx$:

$$\kappa_\alpha=\frac{k^3T^2}{6\pi^3\hbar^2C_\alpha v_\alpha}\,J,\qquad
J=\int_0^\infty\frac{x^3\cosh(x/2)}{4\sinh^3(x/2)}\,dx .$$

Since $\cosh(x/2)/\sinh^3(x/2)$ is the derivative of $-1/\sinh^2(x/2)$, integration by parts gives

$$J=\left[-\frac{x^3}{4\sinh^2(x/2)}\right]_0^\infty+\frac34\int_0^\infty\frac{x^2dx}{\sinh^2(x/2)}
=3\int_0^\infty\frac{x^2e^x}{(e^x-1)^2}\,dx .$$

The bracket vanishes at both ends; near zero it behaves as $-x$. Expanding $e^x/(e^x-1)^2=\sum_{m\ge1}m\,e^{-mx}$ and using $\int_0^\infty x^2e^{-mx}dx=2/m^3$,

$$J=6\sum_{m\ge1}\frac1{m^2}=\pi^2 .$$

Summing over one longitudinal and two transverse branches,

$$\boxed{\kappa=\frac{k^3T^2}{6\pi\hbar^2}\left(\frac1{C_lv_l}+\frac2{C_tv_t}\right)}$$

For equal strengths this inverts to

$$C=\frac{k^3}{6\pi\hbar^2A}\left(\frac1{v_l}+\frac2{v_t}\right).$$

The bracket is $(1.6750+5.3191)\times10^{-4}=6.994\times10^{-4}$ s/m, so

$$C=\frac{1.2554\times10^{-2}\times6.994\times10^{-4}}{0.029}=3.03\times10^{-4}.$$

The transverse branches carry $5.3191/6.994=76\%$ of the heat.

### Two meanings of equal coupling

Equal $C$ implies $\gamma_l/\gamma_t=v_l/v_t=1.59$. If the deformation potentials are equal instead, then $C_\alpha=c/v_\alpha^2$ with a common $c=P\gamma^2/\rho$. In that case $1/(C_\alpha v_\alpha)=v_\alpha/c$, and

$$c=\frac{k^3(v_l+2v_t)}{6\pi\hbar^2A},\qquad
C_l=1.64\times10^{-4},\qquad C_t=4.13\times10^{-4}.$$

Both choices reproduce the same $A$. The conductivity fixes one combination of the two strengths, and a second condition is needed to separate them.

## Comparison of the estimate and the solution

The scaling estimate is 2.4 times the full result. The ratio can be traced factor by factor. The full calculation contains $1/(2\pi^2)$ from the density of modes, $1/\pi$ from the mean free path and $\pi^2$ from $J$; their product is $1/(2\pi)=0.159$. The sum over branches, relative to a single branch of speed $v_t$, supplies

$$v_t\left(\frac1{v_l}+\frac2{v_t}\right)=2.63 .$$

Together these give $0.159\times2.63=0.42$, the inverse of 2.4. Scaling finds the power of $T$ and the dependence on $C$ and $v$, but it cannot distinguish $3\times10^{-4}$ from $7\times10^{-4}$.

The estimate also placed the heat at $x\sim1$. Half of the heat is in fact carried below $x=2.53$, for either polarisation. At 1 K a transverse phonon at this median has frequency 53 GHz, wavelength 71 nm and mean free path 14 µm. At 0.1 K the wavelength and the mean free path are both ten times longer. Their ratio is 196 at both temperatures, so these phonons are well-defined waves. The small value of $C$ is what makes the ratio large.

## What the model leaves out

Additional scattering is treated by adding inverse mean free paths, with $C$ held at $3.03\times10^{-4}$ unless stated otherwise. The inputs are rough: a sample width $d=5$ mm, $\rho=2200$ kg/m³, $\gamma_l=1$ eV, and static disorder strong enough to make $l$ equal to one wavelength at 1 THz.

**Boundaries.** For small $x$, $\tanh(x/2)\approx x/2$ and

$$l\approx\frac{2\hbar v}{\pi CkT\,x^2},$$

while the integrand of $J$ tends to 2. Low-frequency phonons therefore carry a finite share of the heat over very long paths. Let $x_b$ be the value at which this $l$ equals $d$. Adding $1/d$ multiplies the integrand by $1/(1+x_b^2/x^2)$, so for small $x_b$ the lost fraction is

$$\frac{1}{\pi^2}\int_0^\infty2\,\frac{x_b^2}{x^2+x_b^2}\,dx=\frac{x_b}{\pi}\propto\frac1{\sqrt{Td}} .$$

The full integral gives a loss of 11.9% at 0.1 K and 3.7% at 1 K. Their ratio is close to the predicted $\sqrt{10}$. A median mean free path much shorter than the sample does not by itself make boundaries negligible. These figures assume fully diffuse walls and depend on the shape. An exact treatment of diffuse walls gives 11.2% and 3.5% for a rod of diameter $d$, and 7.7% and 2.4% for a slab of thickness $d$. The transverse phonons near $x_b$ have wavelengths of about 5 µm at 0.1 K and 1.6 µm at 1 K, so smooth walls reflect them largely specularly. With Ziman's specularity factor $e^{-4\eta^2q^2}$, a roughness $\eta=0.1$ µm leaves a loss of only about 2% at either temperature, while $\eta=1$ µm nearly restores the diffuse values.

**Static disorder.** Rayleigh-like scattering has $1/l\propto\omega^4$. Relative to TLS absorption it grows as $T^3$ at fixed $x$. It removes 7.9% of the conductivity at 1 K and 0.01% at 0.1 K. With the inputs assumed here, this process sets the upper temperature limit of the $T^2$ analysis; the 1 K figure depends strongly on the assumed 1 THz: it is 16% for 0.7 THz, 3.0% for 1.5 THz (below the boundary loss) and 1.4% for 2 THz.

**Relaxation of the TLS.** Strain also shifts $E$, by an amplitude $D=2\gamma e_0\sqrt{1-u^2}$. The upper-level occupation $s$ then follows its equilibrium value $f(E)=1/(e^{E/kT}+1)$ with a delay:

$$\dot s=-\frac{s-f(E+D\cos\omega t)}{\tau} .$$

To first order in $D$,

$$s=f+f'D\,\frac{\cos\omega t+\omega\tau\sin\omega t}{1+\omega^2\tau^2},\qquad
f'=-\frac{\operatorname{sech}^2(E/2kT)}{4kT}.$$

The work done per cycle is $\oint s\,dE=-\pi f'D^2\,\omega\tau/(1+\omega^2\tau^2)$. Dividing by $2\pi$ times the wave energy density $\frac12\rho v^2e_0^2$, and summing over the TLS, gives the loss per radian

$$Q^{-1}=\frac{C}{kT}\int_0^\infty dE\,\operatorname{sech}^2\frac{E}{2kT}\int_0^1du\,\frac{\sqrt{1-u^2}}{u}\,\frac{\omega\tau}{1+\omega^2\tau^2}.$$

The rate $1/\tau$ follows from emission and absorption of one phonon. The squared strain of a mode in volume $V$ is $\hbar q^2/(2\rho V\omega)$, and the two processes together carry the factor $2n+1=\coth(E/2kT)$. For one branch,

$$\frac{2\pi}{\hbar}\,\gamma^2u^2\,\frac{\hbar\omega}{2\rho v^2}\,\frac{\omega^2}{2\pi^2v^3}\,\frac1\hbar\coth\frac{E}{2kT}
=u^2\,\frac{\gamma^2E^3}{2\pi\rho\hbar^4v^5}\coth\frac{E}{2kT},$$

with $\omega=E/\hbar$. Replacing $\gamma^2/\rho v^2$ by $C/P$ and summing over branches, $1/\tau=u^2\Gamma(E)$ with

$$\Gamma(E)=\frac CP\left(\frac1{v_l^3}+\frac2{v_t^3}\right)\frac{E^3}{2\pi\hbar^4}\coth\frac{E}{2kT}.$$

The assumed $\rho$ and $\gamma_l$ give $P=9\times10^{44}$ J$^{-1}$m$^{-3}$. At 1 K, $\Gamma(kT)=1.0\times10^8$ s$^{-1}$, far below the median phonon's $\omega=3.3\times10^{11}$ rad/s: the TLS populations cannot follow a wave of this frequency. Since $\omega\tau/(1+\omega^2\tau^2)\le u^2\Gamma/\omega$ and $\int_0^1u\sqrt{1-u^2}\,du=1/3$,

$$Q^{-1}\le\frac{C}{3\omega kT}\int_0^\infty dE\,\operatorname{sech}^2\frac{E}{2kT}\,\Gamma(E).$$

With $1/l=Q^{-1}\omega/v$, this bound limits the loss of conductivity to 1.4% at 1 K and 0.14% at 0.1 K. The bound gives a frequency-independent $1/l$, so, as for boundaries, the loss comes from phonons at small $x$, where the populations partly follow the wave. The full $Q^{-1}$ gives 1.3% at 1 K.

**Combined effect.** The three processes together, with relaxation at its bound, remove 11.9% at both temperatures. The agreement is a coincidence of the chosen $d$, diffuse walls and disorder strength: boundaries dominate at 0.1 K and static disorder is the largest term at 1 K. If $\kappa$ is instead held at the value $AT^2$ extrapolated to 1 K and $C$ is readjusted in the resonant absorption, with the three added terms left unchanged, the inferred strength becomes $2.63\times10^{-4}$, or 13% lower. The same readjustment at 0.1 K gives $2.64\times10^{-4}$. With these inputs, part of the resistance was being wrongly assigned to resonant absorption.

Dispersion is much smaller. A chain with spacing $a=0.5$ nm has group velocity $v\cos(qa/2)$, which lies 0.02% below $v$ at the median transverse wavelength at 1 K; carried through the integral, this dispersion changes $\kappa$ by less than 0.05%.

## Vitreous silica beside the model

Acoustic measurements on vitreous silica give strengths of rough size $3\times10^{-4}$ for both polarisations, with a longitudinal deformation potential of roughly 1 eV. This favours equal $C$ over equal $\gamma$. For $\gamma_l=1$ eV, equal $C$ implies $\gamma_t=0.63$ eV. The real conductivity, however, rises slightly more slowly than $T^2$, with an exponent of roughly 1.9. As an illustration, let such a law meet the given $AT^2$ at 1 K, so that $\kappa=0.029\,T^{1.9}$ in the same units, with $T$ in kelvin. Inverting the $T^2$ formula at each temperature then gives $C\propto T^2/T^{1.9}=T^{0.1}$. The value at 0.1 K is $2.4\times10^{-4}$, 21% below that at 1 K. A density of TLS growing as $E^{0.1}$ would produce this exponent, since it makes $1/l$ scale as $T^{1.1}$ at fixed $x$; whether that is the cause is a conjecture here. Including the additional scattering as well, with diffuse walls, lowers the value at 0.1 K to about $2.1\times10^{-4}$. These numbers depend on where the two laws are made to meet. If they meet at 0.1 K instead, the $T^2$ formula gives $3.0\times10^{-4}$ there and $3.8\times10^{-4}$ at 1 K. For equal strengths, the conductivity therefore gives $C$ as roughly $3\times10^{-4}$, with an uncertainty of some tens of per cent. The numerical output below lists the values to more digits than this physical accuracy.

## Numbers as computed

```
conductivity coefficient A = 0.029 W/(m K^3)
sound speeds v_l, v_t = 5970, 3760 m/s
simulated/derived 1/l at kT/(hbar w) = 0.3, 1: 0.9986, 1.0039
integral J = 9.86960; pi^2 = 9.86960
k^3/(6 pi hbar^2) = 1.25544e-02 W/(K^3 s)
1/v_l = 1.6750e-04 s/m; 2/v_t = 5.3191e-04 s/m
1/v_l + 2/v_t = 6.9942e-04 s/m
C, closed formula = 3.0279e-04
C, root of numerical conductivity = 3.0279e-04
conductivity at 0.1 K = 2.900e-04 W/(m K)
transverse share of heat = 76.1 %
gamma_l/gamma_t for equal C = 1.588
equal gamma instead: C_l = 1.639e-04, C_t = 4.131e-04
median hbar w/(kT) of heat flow = 2.529
0.1 K median transverse phonon: f = 5.27 GHz, wavelength = 713.5 nm, l = 140.1 um
1.0 K median transverse phonon: f = 52.70 GHz, wavelength = 71.4 nm, l = 14.0 um
l/wavelength of median phonon = 196.3
rough inputs: rho = 2200 kg/m^3, gamma_l = 1.0 eV
rough inputs: width = 5 mm, f0 = 1 THz, structural length = 0.5 nm
gamma_t for equal C = 0.630 eV
TLS density constant P = 9.25e+44 1/(J m^3)
maximum TLS rate at E = kT, 1 K = 1.02e+08 1/s
median phonon angular frequency, 1 K = 3.31e+11 rad/s
full/high-frequency relaxation loss at 1 K = 0.99973
conductivity lost to boundary: 11.862 % at 0.1 K, 3.74 % at 1 K
conductivity lost to Rayleigh: 0.012 % at 0.1 K, 7.93 % at 1 K
conductivity lost to TLS relaxation: 0.137 % at 0.1 K, 1.37 % at 1 K
conductivity lost to all three: 11.874 % at 0.1 K, 11.89 % at 1 K
C inferred at 1 K with all three included = 2.633e-04
ratio to simple C = 0.870
C inferred at 0.1 K if kappa = A T^1.9 (T in K) = 2.405e-04
group-velocity drop by dispersion, 1 K = 2.4e-02 %
```
